# Does a small imaginary energy inside a device conserve current?: a program that tests the result

```python
"""
Result under test: a finite imaginary energy eta on the sites of a device,
without in-scattering, absorbs electrons. With flows i_S, i_D counted positive
into the device,   i_S + i_D = 2 eta Tr(Gn)   at every energy.
G: retarded Green function; A = i(G - G^dagger): spectral function;
Gn: filled part of A; gamma_p: contact broadening; f_p: contact occupation;
T: transmission; gamma: full escape width of the resonance.
Energies in eV, lengths in nm. Lead band edge at zero energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

e, hbar, h = const.e, const.hbar, const.h
mass_ratio, spacing = 0.2, 0.25
hop = hbar**2 / (2 * mass_ratio * const.m_e * (spacing * 1e-9)**2) / e
barrier_height, barrier_sites, well_sites = 0.4, 6, 16
temperature, fermi_level, bias = 300.0, 0.05, 0.010
kT = const.k * temperature / e
potential = np.array([barrier_height] * barrier_sites + [0.0] * well_sites
                     + [barrier_height] * barrier_sites)
etas = [0.0, 1e-6, 1e-5, 1e-4, 1e-3]


def lead_self_energy(energy):
    phase = np.arccos(1 - np.asarray(energy, dtype=complex) / (2 * hop))
    return -hop * np.exp(1j * phase)


def hamiltonian(U):
    n = len(U)
    return np.diag(2 * hop + U) - hop * (np.eye(n, k=1) + np.eye(n, k=-1))


def device(energy, eta, U, f_s, f_d, fill=None, eta_lead=0.0):
    """Return i_S, i_D, Tr(Gn), T for an array of energies.
    fill: None (pure absorber), 'local' (zero net exchange on each site),
    or an array of occupations, one per energy, used on all sites."""
    energy = np.atleast_1d(np.asarray(energy, dtype=float))
    n = len(U)
    sigma = lead_self_energy(energy + 1j * eta_lead)
    gamma = -2 * sigma.imag
    M = (energy + 1j * eta)[:, None, None] * np.eye(n) - hamiltonian(U)
    M[:, 0, 0] -= sigma
    M[:, -1, -1] -= sigma
    G = np.linalg.inv(M)
    P = np.abs(G)**2
    A = -2 * np.diagonal(G, axis1=1, axis2=2).imag
    inflow = np.zeros((energy.size, n))
    inflow[:, 0] += gamma * f_s
    inflow[:, -1] += gamma * f_d
    if isinstance(fill, str):
        rhs = np.einsum('ejk,ek->ej', P, inflow)
        balance = A[:, :, None] * np.eye(n) - 2 * eta * P
        f_site = np.linalg.solve(balance, rhs[:, :, None])[:, :, 0]
        inflow = inflow + 2 * eta * f_site
    elif fill is not None:
        inflow = inflow + 2 * eta * np.asarray(fill)[:, None]
    filled = np.einsum('ejk,ek->ej', P, inflow)
    i_s = gamma * (f_s * A[:, 0] - filled[:, 0])
    i_d = gamma * (f_d * A[:, -1] - filled[:, -1])
    return i_s, i_d, filled.sum(axis=1), gamma**2 * P[:, 0, -1]


# Wave-function recursion from the drain side, with no Green function
def scattering(energy, eta, U):
    ka = np.arccos(1 - energy / (2 * hop))
    right, here = np.exp(1j * ka), 1.0 + 0j
    for u in U[::-1]:
        left = (2 * hop + u - energy - 1j * eta) / hop * here - right
        right, here = here, left
    # here: last lead site (position 0); right: first device site (position 1)
    incoming = (right - here * np.exp(-1j * ka)) / (2j * np.sin(ka))
    reflected = here - incoming
    return abs(reflected / incoming)**2, 1 / abs(incoming)**2


for energy in (0.03, 0.07, 0.2, 0.5):
    for eta in (0.0, 1e-4, 5e-3):
        R, T_wave = scattering(energy, eta, potential)
        i_s, i_d, number, T = [x[0] for x in
                               device(energy, eta, potential, 1.0, 0.0)]
        assert abs(i_s - (1 - R)) < 1e-8
        assert abs(-i_d - T_wave) < 1e-8 and abs(T - T_wave) < 1e-8
        assert abs(2 * eta * number - (1 - R - T_wave)) < 1e-8

# Sum rule for a random complex H and matrix-valued contacts
rng = np.random.default_rng(4)


def random_matrix(n):
    return rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))


X, Y, Z = random_matrix(6), random_matrix(6), random_matrix(6)
H_random = X + X.conj().T
Gam_s, Gam_d = Y @ Y.conj().T / 6, Z @ Z.conj().T / 6
eta_test, fs_test, fd_test = 0.2, 0.8, 0.3
G = np.linalg.inv((0.4 + 1j * eta_test) * np.eye(6) - H_random
                  + 0.5j * (Gam_s + Gam_d))
A = 1j * (G - G.conj().T)
Gn = G @ (fs_test * Gam_s + fd_test * Gam_d) @ G.conj().T
total = (np.trace(Gam_s @ (fs_test * A - Gn))
         + np.trace(Gam_d @ (fd_test * A - Gn)))
assert abs(total - 2 * eta_test * np.trace(Gn)) < 1e-9
assert abs(total) > 1e-4

# Single asymmetric level: areas by quadrature from the definition
gs, gd, et = 1.0, 3.0, 0.7


def level_flows(x, refill):
    g = 1 / (x + 1j * et + 0.5j * (gs + gd))
    a, p = -2 * g.imag, abs(g)**2
    f_level = p * gs / (a - 2 * et * p) if refill else 0.0
    filled = p * (gs + 2 * et * f_level)
    return gs * (a - filled), gd * filled


def area(side, refill):
    return quad(lambda x: level_flows(x, refill)[side], -np.inf, np.inf)[0]


width = gs + gd
assert abs(area(1, False) - 2 * np.pi * gs * gd / (width + 2 * et)) < 1e-6
assert abs(area(0, False)
           - 2 * np.pi * gs * (gd + 2 * et) / (width + 2 * et)) < 1e-6
assert abs(area(0, True) - 2 * np.pi * gs * gd / width) < 1e-6
assert abs(area(1, True) - 2 * np.pi * gs * gd / width) < 1e-6

# Resonance pole of the open device
H_device = hamiltonian(potential)
pole = complex(np.linalg.eigvalsh(H_device)[0])
for _ in range(60):
    H_open = H_device.astype(complex)
    H_open[0, 0] += lead_self_energy(pole)
    H_open[-1, -1] += lead_self_energy(pole)
    values = np.linalg.eigvals(H_open)
    pole = values[np.argmin(abs(values - pole))]
E_res, gamma_res = pole.real, -2 * pole.imag
T_half = device(E_res + gamma_res / 2, 0.0, potential, 1.0, 0.0)[3][0]
assert abs(T_half - 0.5) < 0.03  # escape width varies slightly over the line

print(f"hopping energy: {hop:.4f} eV; kT: {kT*1e3:.2f} meV")
print(f"device: {len(potential)} sites, {len(potential)*spacing:.2f} nm")
print(f"resonance energy: {E_res*1e3:.2f} meV")
print(f"escape width gamma: {gamma_res*1e3:.3f} meV")
print(f"escape time hbar/gamma: {hbar/(gamma_res*e)*1e12:.3f} ps")
print("On resonance, source filled, drain empty (flows per unit incident):")
for eta in etas:
    i_s, i_d, number, T = [x[0] for x in
                           device(E_res, eta, potential, 1.0, 0.0)]
    full = gamma_res + 2 * eta
    T_level = (gamma_res / full)**2
    loss_level = 4 * eta * gamma_res / full**2
    assert abs(T - T_level) < 0.01 and abs(i_s + i_d - loss_level) < 0.01
    print(f" eta {eta*1e3:.3f} meV: in {i_s:.4f}, out {-i_d:.4f}, "
          f"lost {i_s+i_d:.4f}; level formula out {T_level:.4f}, "
          f"lost {loss_level:.4f}")


# Energy integrals on panels refined around the resonance
def energy_grid(points):
    steps = gamma_res * np.array([0, 0.5, 1, 2, 4, 8, 16, 32])
    edges = np.concatenate([np.linspace(0, 0.6, 13), E_res + steps,
                            E_res - steps])
    edges = np.unique(edges[(edges >= 0) & (edges <= 0.6)])
    x, w = np.polynomial.legendre.leggauss(points)
    half, mid = np.diff(edges) / 2, (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * x).ravel(),
            (half[:, None] * w).ravel())


to_nA = 2 * e**2 / h * 1e9  # spin included, energy integral in eV


def currents(eta, volt, fill=None, points=20):
    """I_S, I_D in nA, electron number, current from T(f_S - f_D) in nA."""
    E, w = energy_grid(points)
    f_s = expit((fermi_level + volt / 2 - E) / kT)
    f_d = expit((fermi_level - volt / 2 - E) / kT)
    occupation = f_d if fill == 'drain' else fill
    i_s, i_d, number, T = device(E, eta, potential, f_s, f_d, occupation)
    return (to_nA * (w @ i_s), to_nA * (w @ i_d), (w @ number) / np.pi,
            to_nA * (w @ (T * (f_s - f_d))))


coarse, fine = currents(1e-4, bias), currents(1e-4, bias, points=36)
assert np.allclose(coarse, fine, rtol=1e-3, atol=1e-3)

print("Zero bias, no refilling (currents positive into device):")
for eta in etas:
    I_s, I_d, number, _ = currents(eta, 0.0)
    leak = 2 * e * (eta * e) * number / hbar * 1e9
    assert abs(I_s + I_d - leak) < 1e-6 * (1 + leak)
    assert (abs(I_s) < 1e-6) if eta == 0 else (I_s > 0 and I_d > 0)
    print(f" eta {eta*1e3:.3f} meV: I_S {I_s:.3f} nA, I_D {I_d:.3f} nA, "
          f"electrons {number:.4f}")

clean = currents(0.0, bias)[0]
print(f"Bias {bias*1e3:.0f} mV, no refilling:")
for eta in etas:
    I_s, I_d, number, I_T = currents(eta, bias)
    reduction = gamma_res / (gamma_res + 2 * eta)
    # the thermal window is not flat over the line: error of order width/kT
    assert abs(I_T / clean / reduction - 1) < (gamma_res + 2 * eta) / kT
    print(f" eta {eta*1e3:.3f} meV: I_S {I_s:.3f}, I_D {I_d:.3f}, "
          f"sum {I_s+I_d:.3f}, from T {I_T:.3f} nA; "
          f"T ratio {I_T/clean:.4f}, level {reduction:.4f}")

print(f"Bias {bias*1e3:.0f} mV, each site refilled to zero net exchange:")
for eta in etas[1:]:
    I_s, I_d, number, _ = currents(eta, bias, 'local')
    assert abs(I_s + I_d) < 1e-5 * abs(I_s)
    assert abs(I_s / clean - 1) < (gamma_res + 2 * eta) / kT
    rest = currents(eta, 0.0, 'local')
    assert max(abs(rest[0]), abs(rest[1])) < 1e-5
    print(f" eta {eta*1e3:.3f} meV: I_S {I_s:.3f} nA, I_D {I_d:.3f} nA, "
          f"electrons {number:.4f}")

I_s, I_d, _, _ = currents(1e-4, bias, 'drain')
rest = currents(1e-4, 0.0, 'drain')
assert max(abs(rest[0]), abs(rest[1])) < 1e-5
assert abs(I_s + I_d) > 1e-2 * abs(I_s)
print(f"Refilled at drain occupation, eta 0.100 meV, {bias*1e3:.0f} mV: "
      f"I_S {I_s:.3f} nA, I_D {I_d:.3f} nA, sum {I_s+I_d:.3f} nA")

# Imaginary energy in the leads only: contact changes, conservation stays
i_s, i_d, _, T_lead = [x[0] for x in device(E_res, 0.0, potential, 1.0, 0.0,
                                            eta_lead=1e-3)]
assert abs(i_s + i_d) < 1e-8
print(f"1 meV in leads only, on resonance: in {i_s:.5f}, out {-i_d:.5f}")

# Barrier-free channel: exponential loss with transit time
channel, E_channel = np.zeros(80), 0.1
length = len(channel) * spacing
hbar_v = 2 * hop * spacing * np.sin(np.arccos(1 - E_channel / (2 * hop)))
print(f"Uniform channel {length:.0f} nm at {E_channel*1e3:.0f} meV, "
      f"hbar*v = {hbar_v:.4f} eV nm:")
for eta in (1e-5, 1e-4, 1e-3):
    T = device(E_channel, eta, channel, 1.0, 0.0)[3][0]
    law = np.exp(-2 * eta * length / hbar_v)
    assert abs(T - law) < 1e-3 * (1 - law) + 1e-4
    print(f" eta {eta*1e3:.3f} meV: T {T:.5f}, exponential law {law:.5f}")

print("all assertions hold")
```

Running it gives:

```
hopping energy: 3.0480 eV; kT: 25.85 meV
device: 28 sites, 7.00 nm
resonance energy: 62.69 meV
escape width gamma: 1.629 meV
escape time hbar/gamma: 0.404 ps
On resonance, source filled, drain empty (flows per unit incident):
 eta 0.000 meV: in 0.9997, out 0.9997, lost -0.0000; level formula out 1.0000, lost 0.0000
 eta 0.001 meV: in 0.9997, out 0.9972, lost 0.0025; level formula out 0.9975, lost 0.0024
 eta 0.010 meV: in 0.9995, out 0.9754, lost 0.0241; level formula out 0.9759, lost 0.0240
 eta 0.100 meV: in 0.9877, out 0.7920, lost 0.1957; level formula out 0.7933, lost 0.1948
 eta 1.000 meV: in 0.6957, out 0.1999, lost 0.4958; level formula out 0.2015, lost 0.4948
Zero bias, no refilling (currents positive into device):
 eta 0.000 meV: I_S -0.000 nA, I_D 0.000 nA, electrons 0.7859
 eta 0.001 meV: I_S 0.191 nA, I_D 0.191 nA, electrons 0.7850
 eta 0.010 meV: I_S 1.890 nA, I_D 1.890 nA, electrons 0.7766
 eta 0.100 meV: I_S 17.087 nA, I_D 17.087 nA, electrons 0.7020
 eta 1.000 meV: I_S 88.536 nA, I_D 88.536 nA, electrons 0.3637
Bias 10 mV, no refilling:
 eta 0.000 meV: I_S 18.633, I_D -18.633, sum 0.000, from T 18.633 nA; T ratio 1.0000, level 1.0000
 eta 0.001 meV: I_S 18.825, I_D -18.442, sum 0.383, from T 18.611 nA; T ratio 0.9988, level 0.9988
 eta 0.010 meV: I_S 20.533, I_D -16.741, sum 3.791, from T 18.413 nA; T ratio 0.9882, level 0.9879
 eta 0.100 meV: I_S 35.803, I_D -1.533, sum 34.270, from T 16.645 nA; T ratio 0.8933, level 0.8906
 eta 1.000 meV: I_S 107.770, I_D 69.800, sum 177.571, from T 8.605 nA; T ratio 0.4618, level 0.4489
Bias 10 mV, each site refilled to zero net exchange:
 eta 0.001 meV: I_S 18.633 nA, I_D -18.633 nA, electrons 0.7881
 eta 0.010 meV: I_S 18.629 nA, I_D -18.629 nA, electrons 0.7881
 eta 0.100 meV: I_S 18.588 nA, I_D -18.588 nA, electrons 0.7878
 eta 1.000 meV: I_S 18.304 nA, I_D -18.304 nA, electrons 0.7846
Refilled at drain occupation, eta 0.100 meV, 10 mV: I_S 20.691 nA, I_D -16.645 nA, sum 4.046 nA
1 meV in leads only, on resonance: in 0.99944, out 0.99944
Uniform channel 20 nm at 100 meV, hbar*v = 0.2749 eV nm:
 eta 0.010 meV: T 0.99855, exponential law 0.99855
 eta 0.100 meV: T 0.98556, exponential law 0.98556
 eta 1.000 meV: T 0.86461, exponential law 0.86459
all assertions hold
```
